# Thermionic emission or diffusion over a Schottky barrier: Bethe's length criterion

## Question

An electron crossing from an n-type semiconductor into a metal must climb a Schottky barrier. Two things can limit the current: the rate at which thermal motion carries electrons across the top, or the rate at which drift and diffusion bring them there through the depletion layer. How large is each current, how do they combine, and how long must the mean free path be for thermionic emission to set the limit? In particular, must it exceed the whole depletion width?

## Answer

### The barrier and the thermionic current

Let the metal occupy $x<0$ and the semiconductor $x>0$. Energies are measured from the metal Fermi level. The conduction-band edge $E_c(x)$ has its maximum $\phi_B$ at $x=0$ and falls to its bulk value at the depletion edge $x=W$. A forward bias $V$ raises the bulk Fermi level to $qV$, with $q>0$ the elementary charge. The particle flux $\Gamma$ counts as positive toward the metal, and $J=q\Gamma$ is positive in forward bias.

The electrons are nondegenerate and have one parabolic, isotropic band of mass $m$. Tunnelling, image-force lowering, quantum reflection and series resistance are left out. With $N_c$ the effective density of states, the equilibrium density at the barrier top is
$$n_0=N_c e^{-\phi_B/kT}.$$

A Maxwellian gas of density $n$ sends through a plane, in one direction, the flux
$$n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n v_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}}.$$
The mean speed is $\bar v=\sqrt{8kT/\pi m}$, so $v_R=\bar v/4$. Inserting $N_c=2(2\pi mkT/h^2)^{3/2}$ gives
$$qN_cv_R=\frac{4\pi qmk^2}{h^3}T^2=A^*T^2,$$
where $A^*$ is the Richardson constant for this mass.

Suppose that transport through the depletion layer costs nothing. Electrons arriving at the top from the semiconductor then carry the bulk Fermi level $qV$, and their flux is $v_Rn_0e^{qV/kT}$. The metal sends back $v_Rn_0$. The difference is the thermionic current
$$J_{TE}=qn_0v_R\left(e^{qV/kT}-1\right).$$

### The cost of getting to the top

Now let the electrons move by drift and diffusion, with constant mobility $\mu$ and diffusivity $D=\mu kT/q$. Diffusion toward the metal, in the direction of $-x$, contributes $+D\,dn/dx$. The force on an electron is $-dE_c/dx$, so drift toward the metal contributes $(\mu/q)\,n\,dE_c/dx$. With $u=E_c/kT$,
$$\Gamma=D\left(\frac{dn}{dx}+n\frac{du}{dx}\right)=De^{-u}\frac{d}{dx}\left(ne^u\right).$$
The band falls away from the metal, so $du/dx<0$ and drift opposes the forward flux, as it should.

In steady state without recombination $\Gamma$ does not depend on $x$. Multiply by $e^u/D$ and integrate from $0$ to $W$:
$$\frac{\Gamma}{D}\int_0^W e^{u}\,dx=n(W)e^{u(W)}-n(0)e^{u(0)}.$$
At the depletion edge $n(W)=N_c\exp\{[qV-E_c(W)]/kT\}$, so the first term on the right is $N_ce^{qV/kT}$. Multiplying the equation by $e^{-\phi_B/kT}$ gives
$$\Gamma=v_D\left[n_0e^{qV/kT}-n(0)\right],$$
with
$$v_D=\frac{D}{L},\qquad L=\int_0^W e^{[E_c(x)-\phi_B]/kT}\,dx.$$

The length $L$ shows where the resistance lies. A slice at depth $x$ contributes $dx/D$ times a Boltzmann factor, which is one at the top and small where the band edge lies several $kT$ lower. The lower part of the depletion layer holds many electrons for each one at the top, so a small relative departure from equilibrium can carry the current there.

If the metal could hold $n(0)$ at $n_0$, the result would be the diffusion current
$$J_D=qn_0v_D\left(e^{qV/kT}-1\right).$$

### Combining the two velocities

The Crowell-Sze interface condition replaces that assumption by a finite exchange rate,
$$\Gamma=v_R[n(0)-n_0].$$
It takes the metal-bound flux to be that of a full Maxwellian with density $n(0)$. This is an approximation, whose error is examined below. Dividing the two expressions for $\Gamma$ by their velocities gives
$$\frac{\Gamma}{v_D}=n_0e^{qV/kT}-n(0),\qquad \frac{\Gamma}{v_R}=n(0)-n_0.$$
Their sum no longer contains $n(0)$, and
$$J=\frac{qn_0\left(e^{qV/kT}-1\right)}{1/v_R+1/v_D}=\frac{J_{TE}}{1+r},\qquad r=\frac{v_R}{v_D}.$$

The two processes act like resistances in series. For $r\ll1$ the current tends to $J_{TE}$ and the mobility drops out. For $r\gg1$ it tends to $J_D$ and is proportional to the mobility. Since $J_{TE}/J_D=r$, the ratio of the two limiting currents also tells which of them applies: the smaller one.

### Which length enters

In the depletion approximation the donor density $N_d$ gives a uniform charge, and the electric field falls linearly from $F_{max}=qN_dW/\varepsilon$ at the interface to zero at $W$. Integrating the field gives a parabolic band. With $s=x/W$ and total bending $w\,kT$,
$$E_c=\phi_B-w\,kT\,(2s-s^2),\qquad w\,kT=\frac{qF_{max}W}{2}.$$
Near the interface the band falls at the rate $qF_{max}$, so the linear estimate of the distance for a drop of $kT$ is
$$d=\frac{kT}{qF_{max}}=\frac{W}{2w}.$$

For $w\gg1$ the integral for $L$ comes from small $s$. There $e^{ws^2}\approx1+ws^2$, and the upper limit can be moved to infinity with an exponentially small error:
$$L\approx W\int_0^\infty e^{-2ws}(1+ws^2)\,ds=W\left[\frac{1}{2w}+\frac{2w}{(2w)^3}\right]=d\left(1+\frac{1}{2w}\right).$$
The distance over which the parabolic band really drops by $kT$ follows from $w(2s-s^2)=1$, or $(1-s)^2=1-1/w$:
$$d_{kT}=W\left(1-\sqrt{1-\frac1w}\right)\approx d\left(1+\frac{1}{4w}\right).$$
So $L$, $d$ and $d_{kT}$ agree at leading order in $1/w$. At order $1/w$ the value of $F_{max}$ itself depends on the depletion approximation. Keeping the mobile electrons makes the charge density $qN_d(1-e^{-\eta})$, with $\eta kT$ the height of the band edge above its bulk value. One integration of Poisson's equation then gives $\varepsilon F_{max}^2/2=N_dkT\,(w-1+e^{-w})$ instead of $N_dkT\,w$. This lowers $F_{max}$ and raises $d$ by a relative amount of about $1/(2w)$, the same order as the differences among the three lengths. The ratios $L/d$ and $d_{kT}/d$ keep their $1/w$ terms, because near the interface the field is that of a depleted layer with $w$ replaced by $w-1$.

To compare this length with scattering, define the mean free path $\lambda$ by $D=\lambda\bar v/3$. For isotropic scattering with a speed-independent free path, this is the actual free path. Then
$$r=\frac{v_RL}{D}=\frac{\bar v}{4}\,\frac{3L}{\lambda\bar v}=\frac{3L}{4\lambda}\approx\frac{3d}{4\lambda}.$$
Thermionic emission limits the current when
$$\lambda\gg\frac34\,d.$$
This is Bethe's criterion with the numerical factor that the velocity combination gives it. The mean free path need not exceed $W$, which is larger than $d$ by the factor $2w$. The derivation assumes that collisions keep the electrons at the lattice temperature.

The scaling follows from $v_D\approx D/d=\mu F_{max}$, so that
$$r\approx\frac{v_R}{\mu F_{max}},\qquad F_{max}=\sqrt{\frac{2N_d\,w\,kT}{\varepsilon}}.$$
The second relation comes from eliminating $W$ between $F_{max}=qN_dW/\varepsilon$ and $w\,kT=qF_{max}W/2$. At fixed mobility and band bending, $r$ falls as $N_d^{-1/2}$: heavier doping steepens the barrier and favours thermionic emission, as long as tunnelling remains negligible. While $w\gg1$, forward bias reduces the bending and the field, and so raises $r$.

### Numbers for one barrier and two mobilities

Take round model parameters: $T=300$ K, $m=0.25\,m_e$, relative permittivity 10, $N_d=10^{16}$ cm$^{-3}$, $\phi_B=0.80$ eV and $V=0.20$ V. The thermal voltage is $kT/q=25.85$ mV and $N_c=3.137\times10^{18}$ cm$^{-3}$. The bulk band edge lies $kT\ln(N_c/N_d)=0.149$ eV above the bulk Fermi level, which leaves a band bending of
$$0.800-0.149-0.200=0.451\ \text{eV},\qquad w=17.5.$$
The depletion width is $W=223$ nm and the interface field is $4.04\times10^6$ V/m. Hence
$$d=\frac{0.02585\ \text{V}}{4.04\times10^6\ \text{V/m}}=6.40\ \text{nm}.$$
The full parabola gives $d_{kT}=6.49$ nm and $L=6.60$ nm.

The emission velocity is $v_R=5.38\times10^4$ m/s. With $n_0=1.140\times10^5$ cm$^{-3}$ and $e^{qV/kT}-1=2289$, the thermionic current density is
$$J_{TE}=qn_0v_R\times2289=2.25\times10^{-4}\ \text{A/cm}^2.$$

**Mobility 1000 cm²/(V s).** Here $D=25.85$ cm²/s, so
$$v_D=\frac{25.85\times10^{-4}\ \text{m}^2/\text{s}}{6.60\times10^{-9}\ \text{m}}=3.92\times10^5\ \text{m/s},\qquad r=\frac{0.538}{3.92}=0.137.$$
The diffusion current would be $1.64\times10^{-3}$ A/cm², well above $J_{TE}$. The combination gives
$$J=\frac{2.25\times10^{-4}}{1.137}=1.98\times10^{-4}\ \text{A/cm}^2,$$
or 88% of the thermionic value. The mean free path is 36.0 nm. It is 5.6 times $d$ but far shorter than $W$: an electron scatters several times within the depletion layer, and the current is still mainly thermionic.

The value of $v_D$ exceeds even the mean thermal speed, $2.15\times10^5$ m/s. A gas near the lattice temperature cannot drift that fast, so drift-diffusion is outside its range of validity at this field. The large $v_D$ says only that the drift-diffusion resistance is small.

**Mobility 20 cm²/(V s).** The barrier is unchanged, but $v_D$ falls to $7.84\times10^3$ m/s and $r$ rises to 6.87. The mean free path defined by $D=\lambda\bar v/3$ is 0.72 nm, about a ninth of $d$. This is shorter than the reduced wavelength $\hbar/(m\bar v)\approx2.2$ nm, so here $\lambda$ is only a formal measure of $D$. The diffusion current is $3.28\times10^{-5}$ A/cm² and the combined current $2.86\times10^{-5}$ A/cm², 13% of $J_{TE}$. A fiftyfold drop in mobility has cut the current only about sevenfold, by the factor $(1+6.87)/(1+0.137)\approx6.9$, because $J=J_{TE}/(1+r)$ responds weakly to the mobility while $r$ is below one.

The two velocities are equal at a mobility of about 137 cm²/(V s).

The role of $W$ can be seen by changing one quantity at a time. Making $W$ four times larger at the same interface field, which also makes $w$ four times larger, changes $L$ by only about 2%. Making the field four times larger at the same $W$ reduces $L$ to 24% of its value.

### Does the estimate survive when drift-diffusion does not?

For $\lambda\gg d$ an electron usually crosses the decisive layer without a collision, and drift-diffusion cannot describe its motion there. A kinetic argument shows what remains true.

Assume collisions that are linear in the electron distribution, conserve particle number and drive the velocities toward a Maxwellian at the lattice temperature. Let $f_{eq}$ be the equilibrium distribution with density $n_0$ at the top. Let $f_1$ be the steady distribution when the metal emits its equilibrium flux and the semiconductor supplies nothing. The distribution under bias is
$$f=e^{qV/kT}f_{eq}-\left(e^{qV/kT}-1\right)f_1.$$
To see this, look at the incoming electrons. From the metal their weight is $e^{qV/kT}-(e^{qV/kT}-1)=1$. From the semiconductor it is $e^{qV/kT}$. Both are the required values, and linearity makes the sum a solution.

The equilibrium part carries no current. If $P$ is the probability that an electron emitted by the metal escapes into the semiconductor without returning first, $f_1$ carries the flux $-v_Rn_0P$ in our sign convention. Therefore
$$J=J_{TE}\,P.$$
The Crowell-Sze formula amounts to the estimate $P=1/(1+r)$.

This explains the length $d$ without drift-diffusion. An emitted electron runs down the slope. If a collision takes away the kinetic energy gained on the way, the electron must regain the height it has lost in order to return, which is improbable once it is several $kT$ below the top. For such energy-relaxing collisions, those deeper in the depletion layer hardly matter.

**Few collisions.** Take a linear barrier, $E_c=\phi_B-kT\,x/d$, and a constant relaxation time $\tau$, with each collision redrawing the velocity from a Maxwellian. Then $D=\tau kT/m$. Let $\xi=x/d$. Before any collision, energy conservation multiplies the Maxwellian weight of the emitted electrons by $e^\xi$ and leaves only velocities with $mv_x^2/2>\xi kT$. Their density is
$$n(x)=\frac{n_0}{2}\,e^\xi\,\text{erfc}\sqrt\xi.$$
Collisions occur at the rate $n/\tau$ per volume. Afterwards a fraction $\frac12\text{erfc}\sqrt\xi$ has enough velocity toward the metal to return. To first order in $1/\tau$, dividing the returning flux by the emitted flux gives
$$1-P\approx\frac{d}{4v_R\tau}\int_0^\infty e^\xi\,\text{erfc}^2\sqrt\xi\;d\xi.$$
Integrate by parts, using $d(\text{erfc}\sqrt\xi)/d\xi=-e^{-\xi}/\sqrt{\pi\xi}$. The boundary term is $-1$. In the remaining integral set $\xi=y^2$:
$$-1+2\int_0^\infty\frac{\text{erfc}\sqrt\xi}{\sqrt{\pi\xi}}\,d\xi=-1+\frac{4}{\sqrt\pi}\int_0^\infty\text{erfc}\,y\;dy=\frac4\pi-1.$$
For the prefactor, $d=rD/v_R$ gives $d/(v_R\tau)=r\,kT/(mv_R^2)=2\pi r$. Hence
$$P\approx1-\left(2-\frac\pi2\right)r\approx1-0.43\,r.$$
Crowell-Sze has the same limit, $P\to1$, but its first correction is $-r$. It overstates the loss caused by rare collisions in this model.

**Many collisions.** The emitted electrons now drift down the linear barrier with net flux $G=Pv_Rn_0$ and density $n=G/v_D$. Describe them at the interface by a Maxwellian shifted by a small velocity $G/n$. To first order, the shift adds $G/2$ to the one-way flux away from the metal, because half of the electrons move that way. Equating this flux to the emission from the metal gives
$$v_Rn_0=v_Rn+\frac G2=G\left(r+\frac12\right),\qquad P\approx\frac{1}{r+1/2}.$$
This shares the leading behaviour $1/r$ with Crowell-Sze, but again has a smaller correction. It is itself approximate, since the distribution next to the metal is not a shifted Maxwellian.

A Monte Carlo calculation for the same model covers the range between these limits. It counts an electron as escaped once it reaches a point $8kT$ below the top, where the neglected returns are at most of relative order $e^{-8}$:

| $r$ | $P$ | $1/(1+r)$ |
|---|---|---|
| 0.1 | 0.955 | 0.909 |
| 0.3 | 0.859 | 0.769 |
| 1 | 0.582 | 0.500 |
| 3 | 0.276 | 0.250 |
| 10 | 0.094 | 0.091 |

The statistical errors are at most about 0.0014. Among the values computed, the largest discrepancy is at $r=1$, where the kinetic result lies 16% above the Crowell-Sze value. At $r=3$ the shifted-Maxwellian estimate, 0.286, is the closer of the two. The linear barrier has no depletion edge, yet $P$ approaches one as $r$ falls, so a finite $W$ is not needed for thermionic emission.

At the two ratios of the worked example the simulation gives $P=0.94$ and $0.134$, against 0.88 and 0.127 from the formula. These values belong to the linear barrier; they indicate the size of the error for the parabolic one.

### Where the estimate stops

The identification of $L$ with a $kT$-drop distance needs $w\gg1$. As forward bias approaches flat band, $d$ grows while $W$ shrinks, since $d/W=1/(2w)$, and the two meet at $w=1/2$. In this range the depletion approximation fails, and the resistance of the bulk must be included. For $w<1$ no drop of $kT$ exists. At the other end, a very steep barrier lets electrons tunnel well below the top, and the current is no longer set by either velocity. Even in the worked example quantum effects at the top are not small: the thermal wavelength $h/\sqrt{2\pi mkT}=8.6$ nm is comparable with $d$, so tunnelling through the top and reflection above it can change the current by tens of percent. The currents quoted above are classical values. The image force, left out here, acts on the same few nanometres that set $L$. It moves the top to a distance $\sqrt{q/(16\pi\varepsilon F_{max})}$ from the metal, about 3 nm in the example, and rounds it, which lengthens $L$, integrated from the new top, by roughly a third. It also lowers the barrier by $\sqrt{q^3F_{max}/(4\pi\varepsilon)}$, about $0.9\,kT$ here, which raises $n_0$ and both limiting currents' prefactor by a factor of about 2.5. The lengths quoted above therefore give the scale, not a precise value, and they remain far below $W$.

The kinetic error quoted here also belongs to one collision model. If scattering changes the direction of motion but hardly the energy, an emitted electron keeps enough energy to climb back. For an electron with energy $E$ above the top, scattered isotropically at a depth $U$ below it, the fraction of directions that lead back is $\frac12\left(1-\sqrt{U/(U+E)}\right)\approx E/4U$. This falls only as $1/U$, not exponentially, so deep collisions count, the loss grows as $(d/\lambda)\ln w$, and $P$ can lie well below $1/(1+r)$. The $\lambda$ obtained from the mobility measures the relaxation of momentum, not of energy, and does not tell which case applies.

Within these limits, and for collisions that relax the energy, the answer to the question about length is no: the mean free path has to be compared with three quarters of the distance over which the barrier drops by $kT$, here about 5 nm, and not with the depletion width of 223 nm. The numerical check covers the drift-diffusion solution, the barrier integral and the kinetic limits.

## Table of computed values

```
Temperature: 300 K; thermal voltage: 25.852 mV
Mass: 0.25 m_e; relative permittivity: 10
Donor density: 1.0e+16 cm^-3
Barrier: 0.80 eV; forward bias: 0.20 V
Nc: 3.137e+18 cm^-3; n0: 1.140e+05 cm^-3
Bulk Ec minus Fermi level: 0.1486 eV
Band bending: 0.4514 eV = 17.46 kT
Depletion width W: 223.4 nm
Interface field: 4.042e+06 V/m
kT/(q field) d: 6.396 nm
Exact kT-drop distance: 6.490 nm
Barrier integral L: 6.598 nm
L ratio, W x4 at same field: 0.9765
L ratio, field x4 at same W: 0.2441
vR: 5.3802e+04 m/s; mean speed: 2.1521e+05 m/s
Richardson constant: 30.04 A cm^-2 K^-2
exp(qV/kT)-1: 2289.1
Thermionic current: 2.2503e-04 A/cm^2
Mobility 1000 cm^2/(V s): D = 25.8520 cm^2/s
  mean free path: 36.038 nm; mfp/d: 5.634
  vD: 3.9182e+05 m/s; r = vR/vD: 0.1373
  diffusion current: 1.6388e-03 A/cm^2
  combined current: 1.9786e-04 A/cm^2
  combined/thermionic: 0.8793
Mobility 20 cm^2/(V s): D = 0.5170 cm^2/s
  mean free path: 0.721 nm; mfp/d: 0.113
  vD: 7.8364e+03 m/s; r = vR/vD: 6.8657
  diffusion current: 3.2776e-05 A/cm^2
  combined current: 2.8609e-05 A/cm^2
  combined/thermionic: 0.1271
Mobility at vR = vD: 137.3 cm^2/(V s)
Few-collision coefficient 2-pi/2: 0.4292
Kinetic escape probability P, linear barrier:
  r=0.1000: P=0.9550 +/- 0.0005; 1/(1+r)=0.9091; ratio=1.051
  r=0.1373: P=0.9375 +/- 0.0005; 1/(1+r)=0.8793; ratio=1.066
  r=0.3000: P=0.8594 +/- 0.0008; 1/(1+r)=0.7692; ratio=1.117
  r=1.0000: P=0.5822 +/- 0.0011; 1/(1+r)=0.5000; ratio=1.164
  r=3.0000: P=0.2760 +/- 0.0014; 1/(1+r)=0.2500; ratio=1.104
  r=6.8657: P=0.1342 +/- 0.0015; 1/(1+r)=0.1271; ratio=1.056
  r=10.0000: P=0.0940 +/- 0.0013; 1/(1+r)=0.0909; ratio=1.034
Shifted-Maxwellian estimate at r=3: 0.2857
Reciprocity, inward/outward equilibrium flux: 0.9931
```
